# Titration Plateau of a Phenolic Chain with Strong Neighbour Repulsion

## Result

A long chain of equivalent phenolic sites loses protons as the pH rises. Let $\theta$ be the fraction of ionized sites, $\mathrm{p}K$ the constant of a site whose neighbours are both neutral, and $w$ the repulsion energy of two adjacent ionized sites divided by $k_BT$. With

$$z=10^{\,\mathrm{pH}-\mathrm{p}K},\qquad x=\ln z-w, \tag{1}$$

the titration curve is

$$\theta=\frac12\left[1+\frac{\sinh(x/2)}{\sqrt{\sinh^2(x/2)+e^{w}}}\right]. \tag{2}$$

A plateau, meaning a local minimum of $d\theta/d\mathrm{pH}$ at $\theta=\tfrac12$, exists if and only if $e^w>3$. Its slope is $(\ln 10/4)\,e^{-w/2}$, which is small for strong repulsion but not zero. Independent sites, $w=0$, follow the Henderson-Hasselbalch law and have no plateau.

## Model and transfer matrix

Let $n_i=0$ for a neutral site and $n_i=1$ for an ionized one. The solution fixes the pH, so the number of ionized sites fluctuates. An isolated site obeys $\theta/(1-\theta)=z$, so each ionized site contributes a factor $z$ to the statistical weight. Each adjacent ionized pair contributes $e^{-w}$. The ionic strength is held fixed during the titration, so that $w$ does not change with pH. For a ring of $N$ sites, with $n_{N+1}=n_1$,

$$Z=\sum_{\{n\}}\prod_{i=1}^{N}z^{n_i}e^{-w n_in_{i+1}}. \tag{3}$$

Closing the chain into a ring alters only end effects, whose share of the total vanishes as $1/N$. Each site belongs to two links, so its factor $z^{n_i}$ is divided equally between them. The weight of one link is then $z^{(n+n')/2}e^{-wnn'}$, or as a matrix

$$T=\begin{pmatrix}1&\sqrt z\\ \sqrt z& y\end{pmatrix},\qquad y=ze^{-w}=e^{x}. \tag{4}$$

Summing over all $n_i$ multiplies these matrices around the ring, so $Z=\mathrm{Tr}\,T^N=\lambda_+^N+\lambda_-^N$. The trace of $T$ is $1+y$ and its determinant is $y-z$. Since $(1+y)^2-4(y-z)=(1-y)^2+4z$, the eigenvalues are

$$\lambda_\pm=\tfrac12(1+y\pm R),\qquad R=\sqrt{(1-y)^2+4z}. \tag{5}$$

Both $1+y$ and $R$ are positive, so $\lambda_+>|\lambda_-|$ and $\ln Z/N\to\ln\lambda_+$ for a long chain.

## The titration curve

Differentiating (3) with respect to $\ln z$ brings down $\sum_i n_i$. Hence $\theta=d\ln\lambda_+/d\ln z$ at fixed $w$. Under this derivative $z\to z$ and $y\to y$, while $R$ gives $[-y(1-y)+2z]/R$. Therefore

$$\theta=\frac{yR-y(1-y)+2z}{R\,(1+y+R)}. \tag{6}$$

To simplify this, multiply out

$$(R+y-1)(R+y+1)=R^2+2yR+y^2-1 .$$

Inserting $R^2=1-2y+y^2+4z$ turns the right side into $2[yR-y(1-y)+2z]$, twice the numerator of (6). The factor $1+y+R$ cancels, leaving

$$\theta=\frac12\left[1+\frac{y-1}{R}\right]. \tag{7}$$

Now set $y=e^x$ and $z=e^{w+x}$. Then $y-1=2e^{x/2}\sinh(x/2)$ and $R^2=4e^x[\sinh^2(x/2)+e^w]$. The factors $2e^{x/2}$ cancel and (2) follows.

For $w=0$ the root in (2) is $\cosh(x/2)$, so $\theta=\frac12[1+\tanh(x/2)]=z/(1+z)$, the independent-site law. For any $w$, reversing $x$ reverses the sign of the second term, so $\theta(x)+\theta(-x)=1$. Half ionization therefore lies at $x=0$, or

$$\mathrm{pH}_{1/2}=\mathrm{p}K+\Delta\mathrm{p}K,\qquad \Delta\mathrm{p}K=w/\ln10. \tag{8}$$

## When there is a plateau

Write $s=\sinh(x/2)$, $c=\cosh(x/2)$ and $A=e^w$. From (2), $d\theta/ds=\frac12A(s^2+A)^{-3/2}$, and $ds/dx=c/2$. Thus

$$\frac{d\theta}{dx}=\frac{A\,c}{4(s^2+A)^{3/2}}. \tag{9}$$

At fixed $w$, $dx=d\ln z=\ln10\,d\mathrm{pH}$, so the slope per pH unit is $\ln10$ times (9). At the midpoint, $s=0$ and $c=1$:

$$\left.\frac{d\theta}{d\mathrm{pH}}\right|_{1/2}=\frac{\ln10}{4}\,e^{-w/2}. \tag{10}$$

A small slope is not yet a plateau, because the whole curve might merely be broad. The shape is decided by the logarithmic derivative of (9):

$$\frac{d}{dx}\ln\frac{d\theta}{dx}=\frac{s}{2c}-\frac{3sc}{2(s^2+A)}=\frac{s\,(A-1-2c^2)}{2c\,(s^2+A)}, \tag{11}$$

where $s^2=c^2-1$ was used in the last numerator. For $x>0$ the sign is that of $A-1-2c^2$. Since $c^2>1$ there, the slope falls steadily from the midpoint if $A\le3$. If $A>3$, it first rises and then falls. The threshold is therefore $w=\ln3\approx1.099$, or $\Delta\mathrm{p}K=\log_{10}3\approx0.477$. Slopes computed from finite chains, with end effects removed, show one maximum at $w=\ln3-0.1$ and two at $w=\ln3+0.1$.

Above the threshold the steepest points satisfy $c^2=(A-1)/2$. There $s^2+A=3c^2$, and (9) becomes

$$\left.\frac{d\theta}{dx}\right|_{\max}=\frac{A}{12\sqrt3\,c^2}=\frac{e^w}{6\sqrt3\,(e^w-1)}. \tag{12}$$

This tends to a constant as $w$ grows, whereas (10) falls exponentially. The contrast between steps and plateau therefore sharpens without limit within the model.

The width can be measured from $\theta=\frac14$ to $\theta=\frac34$. At these points $s/\sqrt{s^2+A}=\mp\frac12$, hence $4s^2=s^2+A$ and $s=\mp\sqrt{A/3}$. The interval is

$$\Delta\mathrm{pH}=\frac{4}{\ln10}\,\mathrm{arcsinh}\frac{e^{w/2}}{\sqrt3}. \tag{13}$$

For $w=0$ it is $2\log_{10}3$. For large $w$, $\mathrm{arcsinh}\,a\approx\ln2a$ gives $2\Delta\mathrm{p}K+2\log_{10}(4/3)$. The factor two has a direct meaning: once alternate sites are ionized, each remaining neutral site has two ionized neighbours.

## The first step under strong repulsion

Let $w\to\infty$ at fixed $z$. Then $y\to0$, and (7) becomes

$$\theta=\frac12\left[1-\frac1{\sqrt{1+4z}}\right]. \tag{14}$$

This is not a Henderson-Hasselbalch step of half height. For small $z$ it gives $\theta=z-3z^2+\dots$, against $z-z^2+\dots$ for independent sites. The coefficient three counts the ionized site itself and the two neighbours it blocks. For large $z$ the curve approaches one half as $\frac12-1/(4\sqrt z)$, much more slowly than the $1/z$ approach of an independent site. Until the ionized sites all fall into the same alternating pattern, gaps of two neutral sites remain. The second step mirrors the first by the symmetry of (2).

## Why correlation is needed

Let $Q=\sum_i n_i$. A second derivative of $\ln Z$ gives

$$\frac{d\theta}{d\ln z}=\frac{\langle Q^2\rangle-\langle Q\rangle^2}{N}=\sum_{m=-\infty}^{\infty}C_m, \tag{15}$$

with $C_m=\langle n_in_{i+m}\rangle-\theta^2$. A flat titration curve thus means a suppressed fluctuation of total charge.

At the midpoint $y=1$ and $\sqrt z=e^{w/2}$. The eigenvectors of $T$ are $(1,\pm1)/\sqrt2$, with eigenvalues $1\pm e^{w/2}$. The operator $n-\frac12=\mathrm{diag}(-\frac12,\frac12)$ turns one eigenvector into $-\frac12$ times the other. Two such operators $m$ links apart therefore give

$$C_m=\frac14\left(\frac{\lambda_-}{\lambda_+}\right)^{|m|}=\frac14(-t)^{|m|},\qquad t=\tanh\frac w4. \tag{16}$$

The signs alternate: an ionized site makes its neighbour likely to be neutral. Summing the geometric series,

$$\sum_m C_m=\frac14\left[1-\frac{2t}{1+t}\right]=\frac14\,\frac{1-t}{1+t}=\frac14e^{-w/2}, \tag{17}$$

which agrees with (10). Each site still fluctuates fully, $C_0=\frac14$, but its neighbours compensate. The correlations decay over $-1/\ln t$ sites, a finite length for every finite $w$. Also, $\lambda_+$ is a smooth function of $z$, so the plateau is a crossover and not a phase transition.

Random mixing provides a control. It keeps the repulsion but ignores correlation, so an adjacent pair is ionized with probability $\theta^2$. The free energy per site, in units of $k_BT$, is

$$f=\theta\ln\theta+(1-\theta)\ln(1-\theta)+w\theta^2-\theta\ln z.$$

Setting $df/d\theta=0$ gives

$$\ln\frac{\theta}{1-\theta}+2w\theta=\ln z,\qquad \frac{d\theta}{d\ln z}=\frac{1}{1/[\theta(1-\theta)]+2w}. \tag{18}$$

The midpoint is again $\ln z=w$. However, $\theta(1-\theta)$ is largest at $\theta=\frac12$, so the slope has its single maximum there for every $w>0$. Uniform repulsion broadens the titration; alternation produces the plateau. For weak repulsion the two midpoint slopes, $\frac14e^{-w/2}$ and $1/(4+2w)$, agree to first order in $w$ and differ at second order.

## Repulsion beyond the nearest neighbour

Let ionized sites $k$ apart repel with energy $w_k$, in units of $k_BT$. Put $n_i=(1+\sigma_i)/2$ with $\sigma_i=\pm1$. Then $n_in_j=\frac14(1+\sigma_i+\sigma_j+\sigma_i\sigma_j)$, and the terms linear in $\sigma$ sum to $\frac12(\sum_kw_k-\ln z)\sum_i\sigma_i$. They vanish at the new midpoint, $\ln z=\sum_kw_k$. What remains is $\frac14w_k\sigma_i\sigma_{i+k}$ for each pair.

Assume that the alternating pattern has the lowest energy, with $\sigma_i\sigma_{i+k}=(-1)^k$. A defect reverses every $\sigma$ to the right of one link, which places two equal sites side by side. Exactly $k$ pairs of separation $k$ cross that link, and each changes its energy by $-2(-1)^kw_k/4$. The defect costs

$$E_d=\frac12\sum_{k\ge1}(-1)^{k+1}k\,w_k. \tag{19}$$

If defects are rare, they occur independently with probability $e^{-E_d}$ per link. A pair of ionized sites carries an excess charge $+\frac12$ relative to perfect alternation, a pair of neutral sites $-\frac12$. The distance between rare defects is as often odd as even, so these signs are uncorrelated. The charge variance per site, and by (15) the slope, is

$$\left.\frac{d\theta}{d\ln z}\right|_{1/2}\approx\frac14e^{-E_d}\qquad(e^{-E_d}\ll1). \tag{20}$$

With nearest neighbours alone, $E_d=w/2$ and (10) returns. The second-neighbour term enters with a negative sign: second-neighbour repulsion raises the midpoint pH but weakens the plateau.

For screened Coulomb repulsion on a straight chain of spacing $a$,

$$w_k=\frac{\ell}{ka}q^k,\qquad q=e^{-\kappa a},\qquad \ell=\frac{e^2}{4\pi\varepsilon_0\varepsilon k_BT}, \tag{21}$$

where $1/\kappa$ is the Debye length. Then $kw_k=(\ell/a)q^k$, and the alternating geometric series gives

$$w_{\rm eff}=2E_d=\frac{\ell}{a}\,\frac{q}{1+q}=\frac{w_1}{1+q}. \tag{22}$$

This replaces $w$ in the midpoint slope in the rare-defect limit; it is not a substitute for $w$ throughout (2).

## Example: an ortho-linked chain in developer

The inputs are rough values for a novolac-like chain in aqueous tetramethylammonium hydroxide: $\mathrm{p}K=10$, $a=0.30$ nm, 0.26 mol/L hydroxide, 296 K and a water constant of 14. The interaction uses a local relative permittivity of 20, between hydrocarbon and water. The screening ions are assigned the permittivity of water, 79. This split is a model choice.

The local Bjerrum length is $\ell=2.823$ nm. The Debye length, from $\kappa^2=8\pi\ell_{\rm water}\rho$ with $\ell_{\rm water}=0.715$ nm and $\rho$ the number density of either ion, is 0.596 nm. Hence

$$w=\frac{2.823}{0.30}\,e^{-0.30/0.596}\approx5.69,\qquad \Delta\mathrm{p}K\approx2.47 .$$

The repulsion is 0.145 eV, and $e^w\approx296$ is far above three. The midpoint lies at pH 12.47, with slope $0.5756\,e^{-2.845}\approx0.0335$ per pH unit. The steepest points, at pH 9.70 and 15.24, have slope 0.222. Random mixing with the same $w$ would give a midpoint slope of 0.150. The interval (13) is 5.20 pH units, against 0.95 for independent sites.

| pH | $\theta$, chain | $\theta$, independent |
|---|---|---|
| 9 | 0.077 | 0.091 |
| 10 | 0.277 | 0.500 |
| 11 | 0.424 | 0.909 |
| 12 | 0.483 | 0.990 |
| 13 | 0.519 | 0.999 |
| 14 | 0.581 | 1.000 |
| 15 | 0.735 | 1.000 |

At an ionic strength of 0.26 mol/L the hydroxide concentration cannot exceed 0.26 mol/L, which limits the pH to about 13.4. Values quoted above that pH, including the upper steepest point, are formal continuations of the model at fixed $w$.

The developer has $\mathrm{pH}=14+\log_{10}0.26=13.415$ if activity corrections are ignored. Then $x=3.415\ln10-5.689\approx2.17$, and (2) gives $\theta\approx0.54$. Independent sites would be 99.96% ionized. At the midpoint only 2.7% of adjacent pairs are doubly ionized, against 25% without correlation, and the correlation length is 8.6 sites.

## What the simple model leaves out

Of the omitted effects computed here at the stated inputs, distant repulsion changes the plateau most. From (21), $w_1$ to $w_6$ are 5.69, 1.72, 0.69, 0.31, 0.15 and 0.08. A transfer matrix that retains all six moves the midpoint to pH 13.8 and lowers $\theta$ in the developer to 0.48. The midpoint slope rises from 0.0335 to 0.065 per pH unit, while the largest slope falls from 0.222 to 0.120. Retaining ten neighbours lowers these two slopes by about 0.001, to 0.064 and 0.119. The plateau survives, but it is much less flat.

The rare-defect estimate is too crude here. The six couplings give $E_d\approx1.69$, so $e^{-E_d}\approx0.19$ is not small, and (20) predicts 0.107 per pH unit instead of 0.065. With nearest neighbours alone (20) coincides with (10) and is exact at any defect density; with longer-ranged couplings nearby defects interact, and (20) holds only when they are far apart. When all six couplings are multiplied by four, the computed slope is 0.992 times the estimate, as expected when defects are rare.

Raising the local permittivity can matter even more. With spacing, salt and temperature fixed and six neighbours retained, the midpoint and largest slopes are 0.142 and 0.164 per pH unit at permittivity 40, a faint plateau. At 79 both are 0.246: the plateau has gone. Ten neighbours lower these slopes by about 0.001.

Other changes were sized with nearest-neighbour repulsion alone. An open chain of 20 sites has $\theta=0.56$ in the developer. If each link independently loses its repulsion with probability 10%, $\theta$ becomes 0.59, and the slope at pH 12.47 rises to 0.045. The Davies estimate of hydroxide activity lowers the pH by 0.13 and, applied to hydroxide alone, gives $\theta=0.53$. The same coefficient applied to the ionized site cancels this shift, because ionization by hydroxide exchanges one anion for another.

These results bear on resist development because ionization helps a phenolic resin dissolve in aqueous base. Real novolacs mix ortho and para links, and their chains are often short, so the unbroken long chain is an idealization; the estimates above for a 20-site chain and for broken links move $\theta$ by about 0.03 and 0.05. Hydrogen bonds between neighbouring phenols and chain folding are also omitted, and their effect is not sized here. Linear screening is itself doubtful: the water Bjerrum length divided by the mean charge spacing is 1.19 at half ionization and 2.38 at full ionization. For a thin line charge in very dilute salt, values above one indicate counterion condensation. At the salt concentration used here the departure from linear screening is gradual, but it would still make $w$ depend on $\theta$. The ionization near one half is therefore a prediction for the stated parameters, not a measured property of novolac. It depends strongly on the assumed local permittivity: a value closer to that of water weakens the repulsion and brings the sites in the developer well above half ionization. It depends as strongly on the assumed spacing: at permittivity 20, (2) gives $\theta=0.78$ in the developer for $a=0.40$ nm and 0.96 for $a=0.50$ nm.

The plateau should not be carried over to every phenolic resist. For a rough para-hydroxystyrene-like spacing of 0.65 nm in bulk water, at the same salt concentration and temperature, $w=0.37$. This is below $\ln3$, so the nearest-neighbour model gives no plateau, only a reduction of the midpoint slope from 0.576 to 0.479 per pH unit. This case changes the permittivity as well as the spacing. With the local permittivity of 20 kept, the same spacing gives $w=1.46$, above $\ln3$, and a faint plateau with midpoint and largest slopes of 0.277 and 0.289; the sites in the developer are then 99% ionized. Further values are listed in the numerical output.

## Table of computed values

```
temperature 296 K; site pK 10.0
hydroxide 0.26 mol/L; water pK 14.0
spacing 0.30 nm; local permittivity 20
water permittivity 79
Bjerrum length, local 2.823 nm
Bjerrum length, water 0.715 nm
Debye length 0.596 nm
repulsion w 5.689 kT = 0.145 eV
delta pK 2.471; exp(w) 295.7
threshold w 1.0986 kT; delta pK 0.4771
slope peaks at threshold -0.1, +0.1 kT: [1, 2]
midpoint pH 12.471
midpoint slope 0.0335 per pH
independent-site midpoint slope 0.5756 per pH
random-mixing midpoint slope 0.1497 per pH
steepest slope 0.2223 per pH
steepest at pH 9.702 and 15.240
pH width, theta 1/4 to 3/4: 5.196
same width, independent sites: 0.954
midpoint ionized-pair probability 0.0275
correlation length 8.59 sites
pH, theta of chain, theta of independent sites:
   8  0.0097  0.0099
   9  0.0775  0.0909
  10  0.2770  0.5000
  11  0.4245  0.9091
  12  0.4835  0.9901
  13  0.5188  0.9990
  14  0.5810  0.9999
  15  0.7352  1.0000
  16  0.9304  1.0000
  17  0.9915  1.0000
developer pH 13.415
theta in developer, chain 0.5381
theta in developer, independent 0.9996
neglected effects:
w_1..w_6 (kT): 5.689 1.720 0.693 0.314 0.152 0.077
effective repulsion, all neighbours 3.545 kT
rare-defect test, slope ratio 0.9917
six neighbours: midpoint pH 13.755
six neighbours: theta in developer 0.4779
permittivity, midpoint and largest slope per pH (six neighbours):
  20  0.0649  0.1200
  40  0.1423  0.1639
  79  0.2458  0.2458
20-site chain: theta in developer 0.5640
10% broken links: theta in developer 0.5905
10% broken links: slope at pH 12.47 is 0.0447 per pH
activity shift -0.132 pH; theta 0.5312
condensation parameter, half ionized 1.19, full 2.38
para-like spacing 0.65 nm in water: w 0.370 kT
para-like midpoint slope 0.4785 per pH
```
